# Linearity and Null Voltage of a Vibrating Kelvin Probe

A flat metal probe vibrates above a flat metal sample. A wire joins the two through a voltage source and a current meter. The backing voltage $V$ is the voltage that the source applies to the sample relative to the probe. The gap is

$$d(t)=d_0+d_1\sin\omega t,\qquad 0<d_1<d_0 .$$

A lock-in amplifier records the signed amplitude $I$, the component of the current into the sample that varies as $\cos\omega t$, in phase with the opening velocity of the gap:

$$I=\frac{2}{T}\int_0^T i(t)\cos\omega t\,dt,\qquad T=\frac{2\pi}{\omega}.$$

The readings are $I_1=3$ nA at $V_1=0$ and $I_2=-1$ nA at $V_2=0.8$ V. The work functions of sample and probe are $\phi_s$ and $\phi_p$, and $e>0$ is the elementary charge. Unless a part says otherwise, both surfaces are uniform, the meter has negligible resistance, there is no pickup current, and the gap motion is the same at every $V$.

## (a) The charge at a fixed gap

**Question.** With the gap held at capacitance $C$, find the equilibrium charge $Q$ on the sample. At what voltage is the gap free of electric field?

**Answer.** Start from neutral metals and move $n$ electrons through the wire from sample to probe. The energy changes in three ways.

- Taking an electron out of the sample costs $\phi_s$, and placing it in the probe returns $\phi_p$. The sum is $n(\phi_s-\phi_p)$.
- The sample is left with charge $Q=ne$ and the probe with $-ne$. The field in the gap stores $(ne)^2/2C$.
- For positive $V$ the sample is joined to the positive terminal. The source drives each electron from its positive to its negative terminal and does work $eV$ on it, so its own energy falls by $neV$.

The total is

$$W(n)=n(\phi_s-\phi_p)+\frac{n^2e^2}{2C}-neV .$$

The number $n$ is large enough to be treated as continuous, yet too small a part of all the electrons to alter the work functions. Setting the derivative to zero gives

$$\phi_s-\phi_p+\frac{ne^2}{C}-eV=0 .$$

Since $d^2W/dn^2=e^2/C>0$, this is a minimum. Dividing by $e$ and using $Q=ne$,

$$Q=C\,(V-V_0),\qquad V_0=\frac{\phi_s-\phi_p}{e}.$$

The charge, and with it the field in the gap, vanishes at $V=V_0$. The Fermi levels are not equal there: the sample's lies $eV_0=\phi_s-\phi_p$ below the probe's. Adding each work function to its own Fermi level puts the vacuum levels just outside the two surfaces at the same height, which is the condition for zero field. At $V=0$ the Fermi levels are equal and the gap carries a field whenever the work functions differ.

## (b) Linearity of the signed amplitude

**Question.** Show that $I$ is a linear function of $V$, and find the sign of its slope.

**Answer.** With a meter of negligible resistance the charge follows the equilibrium value of part (a) at each moment. The voltage is constant during a reading, so the current into the sample is

$$i(t)=\frac{dQ}{dt}=(V-V_0)\frac{dC}{dt}.$$

The gap motion does not depend on $V$, so neither does $dC/dt$. Projecting on $\cos\omega t$,

$$I=(V-V_0)\,\frac2T\int_0^T\frac{dC}{dt}\cos\omega t\,dt .$$

The integral is a fixed number for a given motion. Integrate it by parts. The boundary term $[C\cos\omega t]_0^T$ vanishes because $C$ and the cosine are periodic, and $d(\cos\omega t)/dt=-\omega\sin\omega t$, so

$$\int_0^T\frac{dC}{dt}\cos\omega t\,dt=\omega\int_0^T C\sin\omega t\,dt .$$

Therefore

$$I(V)=G\,(V_0-V),\qquad G=-\frac{2\omega}{T}\int_0^T C(t)\sin\omega t\,dt .$$

To find the sign of $G$, compare moments half a period apart. The values of $\sin\omega t$ are opposite. Where the sine is negative the gap is narrower and $C$ is larger, so the negative contributions outweigh the positive ones. The integral is negative, $G>0$, and the line falls with slope $-G$.

This argument needs a capacitance that decreases with the gap, but no particular formula for it. Large strokes and a non-sinusoidal current are allowed. The magnitude $|I|=G|V-V_0|$ is not linear across the null: it has a corner there.

## (c) The null from two readings

**Question.** Find $G$, the null voltage and the difference of the work functions. Do the two readings confirm the linear law?

**Answer.** The readings obey $I_1=G(V_0-V_1)$ and $I_2=G(V_0-V_2)$. Subtracting removes $V_0$:

$$I_1-I_2=G(V_2-V_1),\qquad G=\frac{3-(-1)}{0.8-0}\ \frac{\text{nA}}{\text{V}}=5\ \text{nA/V}.$$

The first reading then gives

$$V_0=V_1+\frac{I_1}{G}=V_1+\frac{I_1(V_2-V_1)}{I_1-I_2}=\frac{I_1V_2-I_2V_1}{I_1-I_2}.$$

In the last step the terms $+I_1V_1$ and $-I_1V_1$ cancel over the common denominator. Numerically,

$$V_0=\frac{3\times0.8-(-1)\times0}{3-(-1)}\ \text{V}=\frac{2.4}{4}\ \text{V}=0.6\ \text{V}.$$

Hence $\phi_s-\phi_p=eV_0=0.6$ eV, and the sample has the larger work function. If the probe is taken to have $\phi_p=4.5$ eV, the sample has $\phi_s=5.1$ eV. An error in the assumed $\phi_p$ passes in full into $\phi_s$.

Area, frequency and stroke have dropped out, provided they are the same for both readings. The readings do not confirm linearity, since a straight line passes through any two points with different $V$. Linearity rests on part (b), and a third voltage is needed to test it.

## (d) Readings without signs

**Question.** Suppose that only the magnitudes 3 nA and 1 nA had been recorded. Which nulls would be possible, and how could one decide between them?

**Answer.** Now $|I|=G|V-V_0|$. If the two currents have opposite signs, the null lies between the voltages and is 0.6 V as before. If they have the same sign,

$$V_0=\frac{3\times0.8-1\times0}{3-1}\ \text{V}=1.2\ \text{V},\qquad G=\frac{3-1}{0.8}\ \frac{\text{nA}}{\text{V}}=2.5\ \text{nA/V}.$$

A third reading at 1.2 V decides. The first line predicts $5\times(0.6-1.2)=-3$ nA, of magnitude 3 nA, and the second predicts zero.

The relative sign is what matters. Reversing the lock-in reference turns the readings into $-3$ and $+1$ nA. Numerator and denominator of the formula for $V_0$ both change sign, and the null stays at 0.6 V.

## (e) The stroke behind the slope

**Question.** Treat the gap as a parallel-plate capacitor of area $A=1$ cm$^2$ with $d_0=0.1$ mm and $\omega/2\pi=200$ Hz. Derive $G$ and find the stroke $d_1$. Discuss small and large strokes.

**Answer.** Let $s=d_1/d_0$, $\theta=\omega t$ and $C_0=\varepsilon_0A/d_0$. Then $C=C_0/(1+s\sin\theta)$. With $dt=d\theta/\omega$ and $T=2\pi/\omega$, the result of part (b) becomes

$$G=-\frac{\omega C_0}{\pi}\int_0^{2\pi}\frac{\sin\theta}{1+s\sin\theta}\,d\theta .$$

Write the integrand as

$$\frac{\sin\theta}{1+s\sin\theta}=\frac1s\left(1-\frac1{1+s\sin\theta}\right).$$

The remaining integral may be taken from $-\pi$ to $\pi$. Put $u=\tan(\theta/2)$, so that $\sin\theta=2u/(1+u^2)$ and $d\theta=2\,du/(1+u^2)$:

$$\int_{-\pi}^{\pi}\frac{d\theta}{1+s\sin\theta}=\int_{-\infty}^{\infty}\frac{2\,du}{(u+s)^2+1-s^2}=\frac{2\pi}{\sqrt{1-s^2}} .$$

Inserting this,

$$G=-\frac{\omega C_0}{\pi s}\left(2\pi-\frac{2\pi}{\sqrt{1-s^2}}\right)=\omega C_0\,\frac2s\left(\frac1{\sqrt{1-s^2}}-1\right).$$

For the given plates $C_0=8.854$ pF. The measured slope requires $G/\omega=3.979$ pF, so the equation for $s$ is

$$\frac2s\left(\frac1{\sqrt{1-s^2}}-1\right)=\frac{3.979}{8.854}=0.449 .$$

For small $s$ the bracket is $s^2/2+3s^4/8+\dots$, and the left side is $s(1+\tfrac34s^2+\dots)$. Every term of this series is positive, so the left side rises with $s$ and there is one root. The first term alone suggests $s\approx0.45$. Numerical solution of the full equation gives $s=0.396$, and hence $d_1=39.6$ µm. As a check, $1/\sqrt{1-0.396^2}-1=0.089$, and $2\times0.089/0.396=0.45$.

For small strokes $G\to\omega C_0s$. At the stroke found here that formula gives 4.40 nA/V, which is 12 % below the full 5.00 nA/V. As $s\to1$ the formula diverges, because the plates touch at closest approach. Real plates would meet at their roughness or tilt before that, and the model fails. Here the smallest gap is 60.4 µm.

## (f) A large resistance in the circuit

**Question.** A resistance $R$ is placed in series with the meter. Does the null move? Estimate the loss of signal for $R=100$ M$\Omega$.

**Answer.** The source voltage now also drives the current through $R$:

$$R\frac{dQ}{dt}+\frac{Q}{C(t)}=V-V_0 .$$

This equation is linear in $Q$, and its right side is constant. Over one period it maps the initial charge to

$$Q(T)=aQ(0)+b(V-V_0),\qquad a=\exp\left(-\int_0^T\frac{dt}{RC(t)}\right)<1,$$

where $b$ does not depend on $V$. Since $a<1$, the charge settles to the one periodic solution, with $Q(0)=b(V-V_0)/(1-a)$. The whole periodic solution is proportional to $V-V_0$, and so is its current. The signed amplitude is still a straight line through zero at $V_0$. The one proviso is that the chosen phase component must not itself vanish.

The loss of signal can be estimated for a small stroke. Let $y=Q/C_0$, $U=V-V_0$ and $\alpha=\omega RC_0$:

$$\alpha\frac{dy}{d\theta}+y(1+s\sin\theta)=U .$$

Set $y=U+p\cos\theta+q\sin\theta$, with $p$ and $q$ of order $s$, and drop terms of order $s^2$. The cosine and sine terms give

$$\alpha q+p=0,\qquad q-\alpha p=-Us .$$

Eliminating $p=-\alpha q$ yields $q=-Us/(1+\alpha^2)$. The current is $\omega C_0\,dy/d\theta$, whose cosine component is

$$\omega C_0q=\frac{\omega C_0s}{1+\alpha^2}(V_0-V).$$

At this order the component does not vanish, and the resistance reduces it by the factor $1/(1+\alpha^2)$. Here $\alpha=1.113$ and the factor is 0.45.

Numerical integration of the circuit equation at the actual stroke gives 1.204 nA at 0 V and $-0.401$ nA at 0.8 V. The signal is 0.40 of its former value; the small-stroke estimate was 0.45. The null is

$$V_0=\frac{1.204\times0.8}{1.204+0.401}\ \text{V}=0.600\ \text{V},$$

unchanged, although the recorded component has lost more than half its size. Part of this loss is a shift of phase: for a small stroke the full current amplitude at $\omega$ falls only by the factor $1/\sqrt{1+\alpha^2}=0.67$.

## (g) Errors of the null

**Question.** Find the effect on $V_0$ of (i) independent noise of 0.05 nA rms in each reading, (ii) a pickup current of $+0.05$ nA in the recorded phase, the same at both voltages, (iii) a mean gap that widens by 1 µm between the readings at fixed stroke, and (iv) a patch covering 10 % of the sample, with a work function 0.20 eV lower, seen through the same gap.

**Answer.** (i) Differentiate $V_0=V_1+I_1(V_2-V_1)/(I_1-I_2)$:

$$\frac{\partial V_0}{\partial I_1}=(V_2-V_1)\frac{(I_1-I_2)-I_1}{(I_1-I_2)^2}=\frac{-I_2(V_2-V_1)}{(I_1-I_2)^2}=\frac{0.8}{16}=0.05\ \text{V/nA},$$

$$\frac{\partial V_0}{\partial I_2}=\frac{I_1(V_2-V_1)}{(I_1-I_2)^2}=\frac{2.4}{16}=0.15\ \text{V/nA}.$$

Independent errors add in squares:

$$\sigma=0.05\sqrt{0.05^2+0.15^2}\ \text{V}=7.9\ \text{mV}.$$

The reading nearer the null has the greater influence on the result.

(ii) The recorded line is $G(V_0-V)+I_p$, which vanishes at $V_0+I_p/G$. The shift is $0.05/5$ V $=10$ mV. Repeated readings do not average it away.

(iii) For a small stroke $G\approx\omega\varepsilon_0Ad_1/d_0^2$, so a gap 1 % wider lowers $G$ by about 2 %. The second reading rises from $-1$ to about $-0.98$ nA, and the null shifts by $0.15\times0.02$ V $=3$ mV. Calculation with the full stroke gives 3.4 mV.

(iv) Let patch $k$ have area share $a_k$ and null $V_k$. If the patches are wide compared with the gap, their charges add:

$$Q=\sum_k a_kC(V-V_k)=C\Big(V-\sum_k a_kV_k\Big),\qquad \sum_k a_k=1 .$$

The measured null is the area mean, $0.9\times0.6+0.1\times0.4=0.58$ V, a shift of $-20$ mV. Wide patches are needed only for assigning a charge to each patch. Between flat parallel plates, away from the edges, the total charge depends only on the lateral mean of the surface potential, so patches much narrower than the gap give the same area mean. The line is still straight, so linearity does not prove that the surface is uniform.

## (h) The model and a real instrument

**Question.** Which neglected effects matter for this probe, and what would a smaller tip change?

**Answer.** Several effects are far too small to matter.

- The largest field at the two readings is 0.6 V across 60.4 µm, or $1\times10^{-4}$ MV/cm. Air breaks down at roughly 0.03 MV/cm across a gap of a centimetre, and at a higher field across a gap as narrow as this one.
- Richardson's law at 300 K with the lower work function, 4.5 eV, puts thermionic emission below $10^{-59}$ nA.
- The tunnelling probability is about $e^{-2\kappa d}$. With the lowest barrier, 4.3 eV, and the smallest gap, $2\kappa d\approx1.3\times10^6$.
- An amplifier input resistance of 10 k$\Omega$ gives $\omega RC_0=1.1\times10^{-4}$, and by part (f) it leaves the null in place.

The electrostatic pull on the probe also breaks linearity, though only slightly. At $V=0$ and the mean gap it is $\varepsilon_0AV_0^2/2d_0^2=16$ nN. A support of stiffness 100 N/m yields by $1.6\times10^{-6}$ of the gap there, and by $4.4\times10^{-6}$ at closest approach. If the support follows the force through the cycle, $G$ at $V=0$ changes by about $10^{-5}$ of its value and the null from the two readings by about 1 µV. This is a static estimate and does not cover a probe driven at its resonance. Between uniform surfaces the pull varies as $(V-V_0)^2$, so it makes $G$ depend slightly on $V$ but vanishes at the null.

Edge fields have a larger effect. A strip one gap wide around a circular plate has 3.5 % of the plate's area, which gives only the order of the error in $C$. For a thin disc the fringe field adds about 4 % to $C$ when the sample is an equal disc and about 7 % when the sample is much wider. This is not the error in the stroke of part (e), which depends on how $C$ changes with the gap and not on $C$ alone: $G$ rises by about 0.5 % and 0.9 % in the two cases, so the stroke found in part (e) is too large by less than 1 %. If these fields end on the same uniform sample, they change $G$ and not $V_0$. If some of them end on a holder with another work function, the line stays straight but the null moves. Unlike a patch, a holder can push the null away from its own value, because the capacitance between probe and holder can grow as the gap opens.

A tip a few millimetres across has a much smaller area than 1 cm$^2$. With gap, stroke and frequency held fixed and edge fields neglected, $G$ is proportional to area. A tip of 0.1 cm$^2$ would give 0.5 nA/V, and the same 0.05 nA of pickup would then shift the null by 100 mV instead of 10 mV. Real surfaces need not be uniform: grains, oxide and adsorbed layers can change a work function by some tenths of an eV. The patch of part (g) moves the result by 20 meV, and if contamination changes $\phi_p$ while the old value is still assumed, the inferred $\phi_s$ moves by the same amount in the opposite direction. For an even gap, and with edge fields neglected, the value 0.6 eV is thus a difference between area-averaged work functions under the conditions of the measurement. If the plates are tilted, the parts that lie closer together count for more than their share of the area.

## Values computed for the example and the checks

```
reading 1: 3.0 nA at 0.0 V
reading 2: -1.0 nA at 0.8 V
slope magnitude G: 5.000 nA/V
null voltage V0: 0.600 V
false null if signs are dropped: 1.200 V
simulated amplitude at 0 V: 3.0000 nA
simulated amplitude at 0.8 V: -1.0000 nA
simulated amplitude at 1.2 V: -3.0000 nA
probe work function (assumed): 4.50 eV
sample work function: 5.10 eV
plate area: 1.00 cm2
mean gap: 0.100 mm
frequency: 200 Hz
capacitance at mean gap C0: 8.854 pF
capacitance modulation G/omega: 3.979 pF
stroke from slope: 39.58 um
stroke / mean gap: 0.3958 (no unit)
small-stroke slope omega*C0*s: 4.404 nA/V
smallest gap: 60.42 um
load resistance in circuit test: 100 Mohm
omega*R*C0 in circuit test: 1.113 (no unit)
loaded amplitude at 0 V: 1.2043 nA
loaded amplitude at 0.8 V: -0.4014 nA
null with load resistance: 0.60000 V
rms noise per reading (assumed): 0.050 nA
sensitivity dV0/dI1: 0.050 V/nA
sensitivity dV0/dI2: 0.150 V/nA
rms error of null, formula: 7.91 mV
rms error of null, sampling: 7.90 mV
pickup current (assumed): 0.050 nA
null shift from pickup: 10.00 mV
patch area share (assumed): 10 %
patch work-function lowering (assumed): 0.20 eV
null shift from patch: -20.00 mV
gap drift between readings (assumed): 1.0 um
null shift from gap drift: 3.37 mV
edge strip / plate area: 3.54 %
probe spring stiffness (assumed): 100 N/m
electrostatic pull at 0 V: 15.94 nN
gap change by pull / gap: 1.59e-06 (no unit)
amplifier input resistance (assumed): 10 kohm
omega*R*C0 of amplifier: 1.11e-04 (no unit)
largest gap field: 9.93e-05 MV/cm
temperature: 300 K
thermionic current bound: 2.7e-60 nA
lowest tunnelling barrier: 4.30 eV
tunnelling exponent: 1.28e+06 (no unit)
```
